# Sondheimer oscillation period of a free-electron film in a perpendicular field

A clean metal film carries a current in its plane while a magnetic field points along its normal. An electron crossing the film spirals about the field, and the angle it turns between the two surfaces depends on field, thickness and normal velocity. If the surfaces randomize the electron's direction, the in-plane drift it builds up depends on this angle. The resistivity can then oscillate as the field rises, although electrons with different normal velocities turn by different angles. The question is which of them set the period.

For a spherical Fermi surface the high-field period is

$$\Delta B=\frac{h k_F}{e d}=\frac{2\pi\hbar k_F}{e d},$$

where $d$ is the thickness, $k_F$ the Fermi wavevector, $e>0$ the elementary charge and $h$ the full Planck constant.

## Model and motion

The algebra uses atomic units, $\hbar=e=1$, so $h=2\pi$. The band mass $m$ is kept as a symbol to show where it cancels. The film fills $0<z<d$. Its width is large compared with the thickness, the mean free path and the cyclotron radius, so the side edges are ignored. The field is $B\hat z$ with $B>0$. Transport is semiclassical, with one relaxation time $\tau$ and mean free path $\ell=v_F\tau$, where $v_F=k_F/m$. The surfaces are first taken as fully diffuse.

The electron has charge $-1$, so $m\dot{\mathbf v}=-\mathbf v\times\mathbf B$. Since $\mathbf v\times B\hat z=(v_yB,-v_xB,0)$,

$$\dot v_x=-\omega v_y,\qquad \dot v_y=\omega v_x,\qquad \dot v_z=0,\qquad \omega=B/m.$$

With $v_+=v_x+iv_y$ this is $\dot v_+=i\omega v_+$. A time $t$ earlier the velocity was $v_+e^{-i\omega t}$.

The steady electric field has zero curl and nothing varies along the plane, so its in-plane part $\mathbf E$ does not depend on $z$. Write the distribution as $f=f_0+(-f_0')\chi$, where $f_0'$ is the energy derivative of the Fermi function. The force is $-\mathbf E$, and to first order in $\mathbf E$ the Boltzmann equation is

$$v_z\frac{\partial\chi}{\partial z}+\omega\frac{\partial\chi}{\partial\phi}+\frac{\chi}{\tau}=-\mathbf E\cdot\mathbf v,$$

with $\phi$ the azimuth of $\mathbf v$. Its solution is the energy gained along the past path since the last surface, weighted by the chance of no collision:

$$\chi=-\int_0^T \mathbf E\cdot\mathbf v(-t)\,e^{-t/\tau}dt .$$

For $v_z>0$ the path began at $z=0$ and $T=z/v_z$; for $v_z<0$, $T=(d-z)/|v_z|$.

## Conductivity of the film

With $E_+=E_x+iE_y$, the scalar product is

$$\mathbf E\cdot\mathbf v(-t)=\tfrac12\left(E_+^*v_+e^{-i\omega t}+E_+v_+^*e^{i\omega t}\right).$$

The current density is $j_+=-2\int\frac{d^3k}{(2\pi)^3}(-f_0')v_+\chi$, where the 2 counts spin. Averaging over $\phi$ removes $v_+^2$ and leaves $v_+v_+^*=v_\perp^2$. The two minus signs cancel:

$$j_+=E_+\,2\!\int\!\frac{d^3k}{(2\pi)^3}(-f_0')\frac{v_\perp^2}{2}\int_0^Te^{-\alpha t}dt,\qquad \alpha=\frac1\tau-i\omega .$$

Because $\chi$ is proportional to the in-plane velocity, the same average gives zero charge density and zero normal current, so no normal electric field is needed.

At low temperature $-f_0'$ selects the Fermi surface. The density of states there is $mk_F/\pi^2=3n/(mv_F^2)$, with $n=k_F^3/(3\pi^2)$. Put $v_z=uv_F$ and $v_\perp^2=v_F^2(1-u^2)$. The two signs of $v_z$ contribute equally after averaging over depth. For $u>0$ that average is

$$\frac1d\int_0^d\frac{1-e^{-\alpha z/(uv_F)}}{\alpha}dz
=\frac1\alpha\left[1-\frac us\left(1-e^{-s/u}\right)\right],$$

where

$$s=\frac{\alpha d}{v_F}=a-ib,\qquad a=\frac d\ell,\qquad b=\frac{Bd}{k_F}.$$

The mass has cancelled in $b$, because $\omega$ and $v_F$ both contain $1/m$. The quantity $b$ is the angle turned in one crossing by an electron moving along the normal.

Collecting factors, $\sigma_+=\frac{3n}{2m\alpha}\int_0^1(1-u^2)[\ldots]\,du$. Since $n/(m\alpha)=S/s$ with $S=nd/k_F$, and $\int_0^1(1-u^2)du=2/3$,

$$\frac{\sigma_+}{S}=\frac1s\left[1-\frac{3}{2s}\int_0^1(u-u^3)(1-e^{-s/u})\,du\right].$$

Here $\sigma_+=\sigma_{xx}+i\sigma_{yx}$. Without the surface term the result is the bulk conductivity $S/s$.

## Separating the oscillation

The part of the integral without the exponential is $\int_0^1(u-u^3)du=1/4$. In the rest, set $u=1/t$, so that $u\,du$ becomes $t^{-3}dt$ and $u^3du$ becomes $t^{-5}dt$ on $1<t<\infty$. With $E_\nu(s)=\int_1^\infty t^{-\nu}e^{-st}dt$,

$$\frac{\sigma_+}{S}=\underbrace{\frac1s-\frac3{8s^2}}_{\Sigma_0}+\underbrace{\frac3{2s^2}\left[E_3(s)-E_5(s)\right]}_{\Sigma_1}.$$

This is the form to implement. $\Sigma_0$ is a smooth function of field, and $\Sigma_1$ carries the oscillation. The recurrence $\nu E_{\nu+1}=e^{-s}-sE_\nu$ gives both functions from $E_1$, but it subtracts nearly equal numbers at large $|s|$ and loses digits there.

Direct sums over past paths, made for $(a,b)=(1,3)$ and $(0.7,2)$ with diffuse surfaces and for $(1,3)$ with the partly specular surfaces treated below, agree with the closed forms within a relative error of $6.0\times10^{-6}$.

For large $|s|$, integration by parts gives $E_\nu=e^{-s}/s-(\nu/s)E_{\nu+1}$. Applying it repeatedly,

$$E_\nu(s)=\frac{e^{-s}}s\left[1-\frac\nu s+\frac{\nu(\nu+1)}{s^2}+\cdots\right].$$

In the difference the leading terms cancel. The next two are $(-3+5)/s=2/s$ and $(12-30)/s^2=-18/s^2$, so

$$E_3-E_5\simeq\frac{2e^{-s}}{s^2}\left(1-\frac9s\right),\qquad
\Sigma_1\simeq\frac{3e^{-s}}{s^4}\left(1-\frac9s\right).$$

Now $e^{-s}=e^{-a}e^{ib}$. The factors $1/s^4$ and $1-9/s$ together shift the phase by about $-(9+4a)/b$. When $b\gg9+4a$ this shift is small and $s^4\simeq b^4$. Thus

$$\sigma_{xx}^{\rm osc}\simeq\frac{3Se^{-a}}{b^4}\cos b,\qquad
\sigma_{yx}^{\rm osc}\simeq\frac{3Se^{-a}}{b^4}\sin b .$$

One period is $\Delta b=2\pi$. Since $b=Bd/k_F$, this means $\Delta B=2\pi k_F/d$. Restoring units, $b=eBd/(\hbar k_F)$ and $\Delta B=hk_F/(ed)$.

## Why the tip of the sphere sets the period

An electron with normal velocity $uv_F$ turns by $b/u$ in one crossing. This angle has no stationary point in $0<u<1$, so at large $b$ neighbouring groups cancel. Near $u=0$ the path is long and collisions suppress the oscillating term as $e^{-a/u}$. The end $u=1$ remains, where electrons move almost along the normal.

Put $u=1-\eta$. Near the end $u-u^3\simeq2\eta$ and $1/u\simeq1+\eta$, so the contribution is

$$\int_0^\infty2\eta\,e^{-s(1+\eta)}d\eta=\frac{2e^{-s}}{s^2},$$

which is the leading term found above. The factor $\eta$ reflects the small in-plane velocity near the tip and makes the signal weak.

This origin was tested at $a=1$, $b=60$. The oscillating integrand was multiplied by $[1-(u/0.9)^2]^6$ below $u=0.9$ and by zero above. The integral fell to $2.4\times10^{-6}$ of its full value. So small a ratio needs a very gradual window: this one also reduces the weight to 0.11 at $u=0.5$, and a steeper cut leaves a much larger residue that comes from its own edge.

## Resistivity and the finite-field spacing

An experiment with a fixed current measures $\rho_{xx}=\mathrm{Re}(1/\sigma_+)$. Because $\Sigma_1$ is small compared with $\Sigma_0$ at high field,

$$S\rho_+^{\rm osc}\simeq-\frac{\Sigma_1}{\Sigma_0^2}.$$

From $\Sigma_0=s^{-1}(1-3/(8s))$ one has $\Sigma_0^{-2}\simeq s^2(1+3/(4s))$. Therefore

$$S\rho_+^{\rm osc}\simeq-\frac{3e^{-s}}{s^2}\left(1-\frac9s\right)\left(1+\frac3{4s}\right)\simeq-\frac{3e^{-s}}{s^2}\left(1-\frac{33}{4s}\right).$$

To find the phase, write $s=-ib(1+ia/b)$. Then $-1/s^2\simeq b^{-2}(1-2ia/b)$ and $1/s\simeq i/b$. Both corrections are imaginary, so to this order they shift the phase and not the amplitude:

$$\rho_{xx}^{\rm osc}\simeq\frac{3e^{-a}}{Sb^2}\cos\left(b-\frac cb\right),\qquad c=\frac{33}4+2a .$$

At $a=1$, $b=100$ the predicted lag $c/b$ is 0.1025 rad, and the full expression gives 0.1022 rad. A frequency search on the full $\rho_{xx}$ curve over $60<b<190$ at $a=1$, with a fitted smooth background removed, finds angular frequency 1.001 in $b$, where the limiting law gives 1.

Two successive zeros crossed in the same direction differ in phase by $2\pi$. Using $-c/b_2+c/b_1=c(b_2-b_1)/(b_1b_2)$,

$$(b_2-b_1)\left(1+\frac c{b_1b_2}\right)=2\pi,$$

and hence

$$B_2-B_1=\frac{\Delta B}{1+c/(b_1b_2)} .$$

The spacing is slightly below $\Delta B$ and approaches it as the field rises. To extract $k_F$, convert the measured spacing with $k_F=ed(B_2-B_1)/h$, compute $b_1$ and $b_2$, multiply the measured spacing by $1+c/(b_1b_2)$ to get a new $k_F$, and repeat, always starting from the measured spacing, until $k_F$ settles. The result still carries the next order in $1/b$; for the first pair in the example below it is about 0.2% high. This needs an estimate of $\ell$, because $c$ contains $a=d/\ell$.

At high field the smooth resistivity is $\mathrm{Re}(1/\Sigma_0)/S\simeq(a+3/8)/S$, so the relative amplitude is

$$\frac{|\rho^{\rm osc}|}{\rho_{xx}}\simeq\frac{3e^{-a}}{(a+3/8)b^2}.$$

For $d\ll\ell$ it tends to $8/b^2$. For $d\gg\ell$ the factor $e^{-d/\ell}$ dominates its decrease with thickness, because few electrons cross without a collision.

## Partly specular surfaces

Let a fraction $p$, independent of angle, reflect specularly. The past-path factor for upward electrons becomes $[1-Ce^{-\alpha z/(uv_F)}]/\alpha$. By symmetry, electrons reaching $z=0$ carry the factor that upward electrons have at $z=d$. With $x=e^{-s/u}$ the boundary condition is

$$1-C=p(1-Cx),\qquad C=\frac{1-p}{1-px}.$$

In the film integral $1-x$ is therefore replaced by

$$(1-p)\frac{1-x}{1-px}=(1-p)\left[1-(1-p)\sum_{N\ge1}p^{N-1}x^N\right].$$

Each $x^N$ brings $E_3(Ns)-E_5(Ns)$, so

$$\Sigma_1=\frac{3(1-p)^2}{2s^2}\sum_{N\ge1}p^{N-1}[E_3(Ns)-E_5(Ns)],$$

while the second term of $\Sigma_0$ gains a factor $1-p$. The fundamental keeps its period and its amplitude in $\sigma_+$ is multiplied by $(1-p)^2$. Harmonics with phase $Nb$ appear; at high field their amplitude relative to the fundamental is $p^{N-1}e^{-(N-1)a}/N^2$. For $p=1$ the oscillation vanishes, since the surfaces no longer end the build-up of drift. In the phase law for the fundamental of $\rho_{xx}$, $c$ becomes $9-\tfrac34(1-p)+2a$.

## Fermi surfaces that are not quite spherical

Let the tip have normal velocity $v_z$ and isotropic transverse mass $m_t$. At constant energy,

$$v_z\,\delta k_z+\frac{k_\perp^2}{2m_t}=0,$$

so the surface has curvature radius $R=m_tv_z$. The angle turned per crossing is $(B/m_t)(d/v_z)=Bd/R$. Thus $k_F$ in the period is replaced by $R$, provided the turning angle has no stationary point away from the tip. A distorted surface can have one. That group then adds an oscillation with its own period, which can be stronger than the tip's because neighbouring electrons stay nearly in phase. At finite field, a turning angle that only varies slowly over a group away from the tip can have a similar effect.

Take the surface radius as $k_F[1+\epsilon P_4(\cos\theta)]$, where $P_4$ is the fourth Legendre polynomial. Near the pole $P_4\simeq1-5\theta^2$. To first order in $\epsilon$,

$$\delta k_z=-\frac{k_F\theta^2}2(1+11\epsilon),\qquad k_\perp^2=k_F^2\theta^2(1+2\epsilon).$$

Eliminating $\theta$ gives $\delta k_z=-k_\perp^2(1+9\epsilon)/(2k_F)$ and $R=k_F(1-9\epsilon)$. For this distortion the curvature radius at the pole changes nine times as much as the pole's distance from the centre, and in the opposite sense.

## Worked example: a potassium-like plate

Take $k_F=7.5\ \mathrm{nm^{-1}}$, $d=40000$ nm and $\ell=40000$ nm at 4 K, with diffuse surfaces. These are rough values in the regime of very pure potassium, chosen because its Fermi surface is nearly spherical. In atomic units $2\pi k_F/d=3.299\times10^{-6}$, and the atomic unit of field is $2.3505\times10^5$ T, so

$$\Delta B=3.299\times10^{-6}\times2.3505\times10^5\ \mathrm T=0.775\ \mathrm T.$$

Between 2 and 5 T, $b$ runs from 16.2 to 40.5. The computed resistivity oscillation crosses zero downward at 2.577, 3.341, 4.108 and 4.878 T. The spacings, taken before rounding the zeros, are 0.763, 0.768 and 0.770 T, rising towards the limiting period.

For the first pair, $b_1=2\pi(2.577/0.7754)=20.9$ and $b_2=27.1$. With $a=1$, $c=10.25$, and the corrected law gives

$$B_2-B_1=\frac{0.7754\ \mathrm T}{1+10.25/(20.9\times27.1)}=0.762\ \mathrm T.$$

This is about 0.2% below the computed spacing. Reading $k_F$ from the uncorrected first spacing would give a value 1.6% low.

The oscillation amplitude relative to $\rho_{xx}$ is $2.67\times10^{-3}$ at 2 T and $4.8\times10^{-4}$ at 5 T. The leading formula gives $3.1\times10^{-3}$ and $4.9\times10^{-4}$; it is better at the higher field, as an expansion in $1/b$ should be. The bulk resistivity is 5.41 nΩ cm, so the smooth film value in this free-electron model is about $1.375\times5.41=7.4$ nΩ cm. The signal at 5 T is about 0.0035 nΩ cm.

## What a real plate changes

In a real plate the Fermi surface is not a perfect sphere and the thickness is not uniform. For an assumed distortion $\epsilon=0.1\%$ the limiting period shifts by $-0.89\%$. An assumed rms thickness spread of 1% blurs the phase by $0.01b$ and multiplies the amplitude at 5 T by $\exp[-(0.405)^2/2]=0.92$. Small-angle scattering lies outside the relaxation-time model and is only estimated here. Near the normal, a tilt of $\sqrt{2/b}$, or 0.2 rad at 5 T, changes the turned angle by about one radian. Deflections that barely affect the bulk resistivity can therefore spoil the phase agreement between electrons, and the amplitude need not follow $e^{-d/\ell}$ with the $\ell$ inferred from resistivity. They can also shift the period, because an electron tilted away from the normal takes longer to cross and turns further. The formula for $\Delta B$, and any $k_F$ read from it, assume that small-angle scattering is weak during one crossing. As a rough scale, let the direction near the normal diffuse with transport length $\ell_s$. The tip term is then multiplied by $(w/\sinh w)^2$ with $w^2=-ibd/\ell_s$. For small $|w|$ this is the phase $e^{ibd/(3\ell_s)}$, which shortens the period by the fraction $d/(3\ell_s)$: about 1% already at $d/\ell_s=0.03$, with almost no loss of amplitude at 5 T.

Other corrections at 5 T are small for these inputs:

- **Temperature.** An energy shift $\delta\varepsilon$ changes the phase by $-b\,\delta\varepsilon/(2E_F)$. The variance of energy under $-f_0'$ is $\pi^2(k_BT)^2/3$, so the amplitude loss is $(\pi bk_BT/2E_F)^2/6=1.7\times10^{-5}$, with $E_F=2.14$ eV.
- **Landau levels.** Their spacing, 0.579 meV for the free mass, exceeds $k_BT=0.345$ meV. Thermal averaging still multiplies their oscillation by $1.85\times10^{-4}$. With the rough estimate $\tfrac52\sqrt{\hbar\omega/(2E_F)}$ for its relative size before averaging, about $5\times10^{-6}$ remains, roughly a hundredth of the signal studied here.
- **Thickness levels.** Their spacing at the tip is 0.045 meV, well below $k_BT$.
- **Spin.** The two spin directions have $k_F$ shifted by $\pm6.8\times10^{-5}$ in relative terms.

Warming is harmful through $\ell$. With a rough room-temperature value of 35 nm and the same thickness, $e^{-d/\ell}$ is about $10^{-496}$; the exponent is only as good as $\ell$, and 30 nm would give about $10^{-580}$.

Chip wiring meets a different obstacle. For a 100 nm copper-like film with $k_F=13.6\ \mathrm{nm^{-1}}$ and $\ell=40$ nm at room temperature, $e^{-d/\ell}=0.082$, but the period is 562 T. At 5 T an electron at the tip turns by $b=2\pi(5/562)=0.06$ rad per crossing, far from one oscillation. Copper's Fermi surface is not a sphere, so 562 T indicates scale and is not a prediction for a given film orientation. A narrow line also has side walls, which this model omits. The numerical output below lists the main computed values; the other numbers follow from the formulas given in the text.

## Values computed for the example and the checks

```
Path test, largest relative error: 6.0e-06
Blind search, frequency in b: 1.001
Wave left without tip (b=60), ratio: 2.4e-06
Phase lag at a=1, b=100: 0.1022 rad
Fermi wavevector: 7.50 1/nm
Thickness: 40000 nm
Mean free path: 40000 nm
Temperature: 4.0 K
Fermi energy (free mass): 2.143 eV
Bulk resistivity: 5.41 nOhm cm
Period h kF/(e d): 0.7754 T
Same period: 3.2990e-06 atomic units
Atomic unit of field: 2.3505e+05 T
Field window: 2.0 to 5.0 T
b at window ends: 16.21 and 40.51
Downward zero of resistivity wave: 2.5773 T
Downward zero of resistivity wave: 3.3406 T
Downward zero of resistivity wave: 4.1081 T
Downward zero of resistivity wave: 4.8779 T
Zero spacing: 0.7634 T, corrected law: 0.7616 T
Zero spacing: 0.7675 T, corrected law: 0.7667 T
Zero spacing: 0.7698 T, corrected law: 0.7694 T
Wave/resistivity at low end: 2.67e-03
Wave/resistivity at high end: 4.77e-04
Neglected effects at the high end of the window:
Thermal energy: 0.345 meV
Landau spacing (free mass): 0.579 meV
Landau thermal factor: 1.85e-04
Landau wave/resistivity, rough: 5.4e-06
Thickness level spacing at tip: 0.0449 meV
Thermal amplitude loss: 1.7e-05
Spin shift of kF, relative: 6.8e-05
Assumed radial distortion: 0.10 %
Its period shift: -0.89 %
Assumed rms thickness spread: 1.0 %
Amplitude factor from spread: 0.921
Rough 300 K mean free path: 35 nm
log10 of exp(-d/mfp) at 300 K: -496
Copper-like kF, rough: 13.6 1/nm
Copper-like film thickness: 100 nm
Copper-like 300 K mean free path: 40 nm
Copper-like exp(-d/mfp): 0.082
Copper-like film period: 562 T
```
